# Quasiparticle lifetime and transport time of graphene limited by acoustic phonons: a numerical check

```python
"""
Graphene, acoustic phonons, constant scalar deformation potential.
Result under test: transport time = 2 * quasiparticle lifetime, with
  1/tau_qp = D^2 kT E / (2 hbar^3 vF^2 rho vs^2)
  1/tau_tr = D^2 kT E / (4 hbar^3 vF^2 rho vs^2)
in the quasi-elastic equipartition limit.
D: deformation potential, E: electron energy from the Dirac point,
vF: Fermi velocity, vs: longitudinal sound speed, rho: mass per area.
tau_qp is the decay time of the occupation, hbar/tau_qp = -2 Im Sigma.
Internal units: eV, nm, ps.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

hbar = const.hbar / const.e * 1e12          # eV ps
k_boltz = const.k / const.e                 # eV/K

# Rough typical parameters of encapsulated graphene
temperature = 300.0                         # K
density = 0.03                              # nm^-2
v_fermi = 1000.0                            # nm/ps
v_long = 20.0                               # nm/ps
v_trans = 13.0                              # nm/ps
mass_density = 7.6e-7                       # kg/m^2
deformation = 20.0                          # eV
gauge_coupling = 4.0                        # eV
kappa = 4.0                                 # surrounding dielectric constant
optical_energy = 0.16                       # eV
optical_coupling = 100.0                    # eV/nm
bond = 0.142                                # nm

kT = k_boltz * temperature
k_fermi = np.sqrt(np.pi * density)
e_fermi = hbar * v_fermi * k_fermi
stiffness = mass_density * (v_long * 1e3)**2 / const.e * 1e-18  # eV/nm^2
speed_ratio = v_long / v_fermi
X = 2 * hbar * v_long * k_fermi / kT

# Closed formulas
rate_qp = (deformation**2 * kT * e_fermi
           / (2 * hbar**3 * v_fermi**2 * stiffness))
rate_tr = (deformation**2 * kT * e_fermi
           / (4 * hbar**3 * v_fermi**2 * stiffness))
tau_qp, tau_tr = 1 / rate_qp, 1 / rate_tr


def fermi(energy, mu, thermal):
    return expit(-(energy - mu) / thermal)


# ---- Golden-rule sum over a plane of final states, spinors from eigh ----
axis = np.linspace(-0.36, 0.36, 601)
step = axis[1] - axis[0]
kx, ky = [a.ravel() for a in np.meshgrid(axis, axis)]


def dirac_matrix(px, py):
    h = np.zeros((len(px), 2, 2), complex)
    h[:, 0, 1] = hbar * v_fermi * (px - 1j * py)
    h[:, 1, 0] = hbar * v_fermi * (px + 1j * py)
    return h


start = k_fermi * np.array([np.cos(0.3), np.sin(0.3)])
e_final, states = np.linalg.eigh(dirac_matrix(kx, ky))
e_start, start_states = np.linalg.eigh(dirac_matrix(start[:1], start[1:]))
overlap = np.abs(states[:, :, 1].conj() @ start_states[0, :, 1])**2
width = 0.004
delta = np.exp(-0.5 * ((e_final[:, 1] - e_start[0, 1]) / width)**2)
delta /= width * np.sqrt(2 * np.pi)
phonon = hbar * v_long * np.hypot(kx - start[0], ky - start[1])
bose = 1 / np.expm1(phonon / kT)
occupation = (bose + fermi(e_fermi + phonon, e_fermi, kT)
              + bose + 1 - fermi(e_fermi - phonon, e_fermi, kT))
kernel = (2 * np.pi / hbar * deformation**2 * phonon / (2 * stiffness)
          * overlap * occupation * delta * step**2 / (2 * np.pi)**2)
cos_angle = ((kx * start[0] + ky * start[1])
             / (k_fermi * np.maximum(np.hypot(kx, ky), 1e-12)))
sum_qp = kernel.sum()
sum_tr = (kernel * (1 - cos_angle)).sum()
assert abs(sum_qp / (rate_qp * (1 - X**2 / 24)) - 1) < 1e-3
assert abs(sum_tr / (rate_tr * (1 - X**2 / 12)) - 1) < 1e-3

# ---- Steady Boltzmann equation on the Fermi circle, elastic limit ----
n_phi = 240
phi = 2 * np.pi * np.arange(n_phi) / n_phi
dirac_spinors = np.stack([np.ones(n_phi), np.exp(1j * phi)], 1) / np.sqrt(2)


def solve_circle(kernel_matrix):
    """Return transport time times mean out-scattering rate."""
    out = kernel_matrix.mean(axis=1)
    collision = np.diag(out) - kernel_matrix / n_phi
    response = np.linalg.lstsq(collision, np.cos(phi), rcond=1e-11)[0]
    assert np.allclose(collision @ response, np.cos(phi), atol=1e-8)
    return 2 * np.mean(np.cos(phi) * response) * out.mean()


def phonon_kernel(spinors, scalar, gauge, alpha=0.0):
    """Equipartition kernel: scalar and gauge coupling, LA and TA modes."""
    bra = spinors.conj()
    half_sine = np.abs(np.sin((phi[:, None] - phi[None, :]) / 2))
    if alpha > 0:
        screen = half_sine / (half_sine + 2 * alpha)
    else:
        screen = np.ones_like(half_sine)
    q_angle = (phi[:, None] + phi[None, :]) / 2 + np.pi / 2
    field_la = np.exp(-2j * q_angle)
    field_ta = -1j * field_la
    up = np.outer(bra[:, 0], spinors[:, 1])
    down = np.outer(bra[:, 1], spinors[:, 0])
    amp_la = (scalar * screen * (bra @ spinors.T)
              + gauge * (field_la.conj() * up + field_la * down))
    amp_ta = gauge * (field_ta.conj() * up + field_ta * down)
    return (np.abs(amp_la)**2
            + (v_long / v_trans)**2 * np.abs(amp_ta)**2)


ratio_ideal = solve_circle(phonon_kernel(dirac_spinors, deformation, 0.0))
ratio_no_spinor = solve_circle(np.ones((n_phi, n_phi)))
assert abs(ratio_ideal - 2) < 1e-8
assert abs(ratio_no_spinor - 1) < 1e-8

# ---- Spinor overlap from the honeycomb lattice near the K point ----
neighbours = bond * np.array([[np.cos(a), np.sin(a)] for a in
                              np.pi / 2 + 2 * np.pi * np.arange(3) / 3])
k_corner = np.array([4 * np.pi / (3 * np.sqrt(3) * bond), 0.0])


def lattice_spinors(radius):
    points = k_corner + radius * np.stack([np.cos(phi), np.sin(phi)], 1)
    hop = -np.exp(1j * points @ neighbours.T).sum(axis=1)
    h = np.zeros((n_phi, 2, 2), complex)
    h[:, 0, 1], h[:, 1, 0] = hop, hop.conj()
    return np.linalg.eigh(h)[1][:, :, 1]


def overlap_error(spinors):
    numeric = np.abs(spinors.conj() @ spinors.T)**2
    model = (1 + np.cos(phi[:, None] - phi[None, :])) / 2
    return np.max(np.abs(numeric - model))


lattice_states = lattice_spinors(k_fermi)
lattice_error = overlap_error(lattice_states)
assert overlap_error(lattice_spinors(k_fermi / 100)) < 5e-4
assert lattice_error < 0.05
ratio_lattice = solve_circle(phonon_kernel(lattice_states, deformation, 0.0))


# ---- Boltzmann equation with true phonon energies ----
def inelastic_solution(temp):
    """Return lifetime and transport time at the Fermi level, in ps."""
    thermal = k_boltz * temp
    n_theta = 240
    theta = np.pi * (np.arange(n_theta) + 0.5) / n_theta
    c = np.cos(theta)[None, :]
    log_e = np.linspace(-np.log(2), np.log(2), 241)
    energy = e_fermi * np.exp(log_e)
    k = (energy / (hbar * v_fermi))[:, None]
    r = speed_ratio
    eta = np.arccosh((1 - r**2 * c) / (1 - r**2))
    channels = []
    for sign in (1, -1):
        k_new = k * np.exp(sign * eta)
        q = np.sqrt(k**2 + k_new**2 - 2 * k * k_new * c)
        quantum = hbar * v_long * q
        e_new = energy[:, None] + sign * quantum
        assert np.allclose(e_new, hbar * v_fermi * k_new, rtol=1e-9)
        number = 1 / np.expm1(quantum / thermal)
        filled = fermi(e_new, e_fermi, thermal)
        if sign > 0:
            weight, bare = number + filled, number
        else:
            weight, bare = number + 1 - filled, number + 1
        blocked = (expit((e_new - e_fermi) / thermal)
                   / expit((energy[:, None] - e_fermi) / thermal))
        assert np.allclose(weight, bare * blocked, rtol=1e-6)
        jacobian = 1 / (1 - sign * r * (k_new - k * c) / q)
        rate = (2 * np.pi / hbar * deformation**2 * quantum
                / (2 * stiffness) * (1 + c) / 2 * weight
                * k_new * jacobian / (hbar * v_fermi)
                / (2 * np.pi)**2 * 2 * np.pi / n_theta)
        channels.append((rate, log_e[:, None] + sign * eta, e_new))
    gamma = sum(ch[0].sum(axis=1) for ch in channels)
    tau = 1 / gamma
    for _ in range(80):
        incoming = sum((rate * c * np.interp(log_new, log_e, energy * tau)
                        / e_new).sum(axis=1)
                       for rate, log_new, e_new in channels)
        updated = (1 + incoming) / gamma
        change = np.max(np.abs(updated / tau - 1))
        tau = updated
    assert change < 1e-10
    return 1 / gamma[120], tau[120]


life_300, trans_300 = inelastic_solution(temperature)
life_77, trans_77 = inelastic_solution(77.0)
ratio_300, ratio_77 = trans_300 / life_300, trans_77 / life_77
predicted_shift = X**2 / 24 - speed_ratio**2
assert abs(ratio_300 / 2 - 1 - predicted_shift) < 5e-4
assert abs(life_300 / tau_qp - 1) < 0.01
assert abs(trans_300 / tau_tr - 1) < 0.02
assert abs(ratio_77 - 2) > 5 * abs(ratio_300 - 2)


# ---- Conductivity with thermal smearing and both bands ----
def net_density(mu):
    integral = quad(lambda e: e * (fermi(e, mu, kT) - fermi(e, -mu, kT)),
                    0, e_fermi + 40 * kT, points=[e_fermi], limit=200)[0]
    return 2 * integral / (np.pi * (hbar * v_fermi)**2)


chem_pot = brentq(lambda mu: net_density(mu) - density, 0.01, 0.4)


def conductivity_integrand(e):
    slope = sum(fermi(e, m, kT) * (1 - fermi(e, m, kT)) / kT
                for m in (chem_pot, -chem_pot))
    k = e / (hbar * v_fermi)
    tau = tau_tr * e_fermi / e
    return (4 * k / (2 * np.pi) * 0.5 * v_fermi**2 * tau * slope
            / (hbar * v_fermi))


sigma_sum = quad(conductivity_integrand, 1e-9, e_fermi + 40 * kT,
                 points=[e_fermi], limit=200)[0] * const.e * 1e12
sigma_closed = (4 * hbar * stiffness * v_fermi**2
                / (np.pi * deformation**2 * kT)) * const.e * 1e12
mobility = tau_tr * v_fermi**2 / e_fermi * 0.01       # cm^2/(V s)
sigma_drude = density * 1e18 * const.e * mobility * 1e-4
assert abs(sigma_sum / sigma_closed - 1) < 1e-5
assert abs(sigma_drude / sigma_closed - 1) < 1e-10

# ---- Size of other neglected couplings ----
alpha = (const.e**2 / (4 * np.pi * const.epsilon_0 * kappa
                       * const.hbar * v_fermi * 1e3))
ratio_screened = solve_circle(
    phonon_kernel(dirac_spinors, deformation, 0.0, alpha))
ratio_gauge = solve_circle(phonon_kernel(dirac_spinors, 0.0, gauge_coupling))
ratio_mixed = solve_circle(
    phonon_kernel(dirac_spinors, deformation, gauge_coupling))
ratio_both = solve_circle(
    phonon_kernel(dirac_spinors, deformation, gauge_coupling, alpha))
assert abs(ratio_gauge - 1) < 1e-8
assert ratio_screened < 2 and 1 < ratio_mixed < 2

rho_internal = stiffness / v_long**2                  # eV ps^2/nm^4
n_opt = 1 / np.expm1(optical_energy / kT)
e_up, e_down = e_fermi + optical_energy, e_fermi - optical_energy
opt_states = (abs(e_up) * (n_opt + fermi(e_up, e_fermi, kT))
              + abs(e_down) * (n_opt + 1 - fermi(e_down, e_fermi, kT)))
rate_opt = (2 * np.pi / hbar * optical_coupling**2 * hbar**2
            / (2 * rho_internal * optical_energy)
            * opt_states / (2 * np.pi * (hbar * v_fermi)**2))
ratio_optical = (rate_qp + rate_opt) / (rate_tr + rate_opt)

print("INPUTS (rough typical values)")
print(f"temperature = {temperature:.0f} K")
print(f"electron density = {density * 1e14:.1e} cm^-2")
print(f"deformation potential D = {deformation:.1f} eV")
print(f"Fermi velocity = {v_fermi * 1e3:.2e} m/s")
print(f"LA sound speed = {v_long:.1f} km/s")
print(f"TA sound speed = {v_trans:.1f} km/s")
print(f"mass density = {mass_density:.2e} kg/m^2")
print(f"gauge coupling = {gauge_coupling:.1f} eV")
print(f"dielectric constant = {kappa:.1f}")
print(f"optical phonon energy = {optical_energy:.2f} eV")
print(f"optical coupling = {optical_coupling * 1e7:.1e} eV/cm")
print("INTERMEDIATE VALUES")
print(f"thermal energy kT = {kT * 1e3:.2f} meV")
print(f"Fermi wavevector = {k_fermi:.4f} nm^-1")
print(f"Fermi energy = {e_fermi:.4f} eV")
print(f"rho vs^2 = {stiffness:.1f} eV/nm^2")
print(f"largest phonon energy = {X * kT * 1e3:.2f} meV")
print(f"X = largest phonon energy / kT = {X:.4f}")
print(f"temperature where X = 1: {X * temperature:.1f} K")
print("RESULTS OF THE IDEAL MODEL")
print(f"quasiparticle rate = {rate_qp:.4f} ps^-1")
print(f"transport rate = {rate_tr:.4f} ps^-1")
print(f"quasiparticle lifetime = {tau_qp:.4f} ps")
print(f"transport time = {tau_tr:.4f} ps")
print(f"ratio, Boltzmann on circle = {ratio_ideal:.8f}")
print(f"ratio with unit overlap = {ratio_no_spinor:.8f}")
print(f"transport mean free path = {v_fermi * tau_tr:.0f} nm")
print(f"mobility = {mobility:.4e} cm^2/Vs")
print(f"sheet resistance = {1 / sigma_closed:.2f} ohm")
print(f"same, thermal integral = {1 / sigma_sum:.2f} ohm")
print("CHECK BY SUM OVER FINAL STATES")
print(f"quasiparticle rate, sum = {sum_qp:.4f} ps^-1")
print(f"transport rate, sum = {sum_tr:.4f} ps^-1")
print(f"ratio, sum = {sum_qp / sum_tr:.4f}")
print("NEGLECTED EFFECTS")
print(f"ratio, true phonon energies, 300 K = {ratio_300:.4f}")
print(f"predicted by X^2/24 - (vs/vF)^2: {2 * (1 + predicted_shift):.4f}")
print(f"ratio, true phonon energies, 77 K = {ratio_77:.4f}")
print(f"largest lattice change of overlap = {lattice_error:.4f}")
print(f"ratio with lattice overlap = {ratio_lattice:.4f}")
print(f"chemical potential at 300 K = {chem_pot:.4f} eV")
print(f"optical phonon rate = {rate_opt:.4f} ps^-1")
print(f"ratio with optical phonons = {ratio_optical:.4f}")
print(f"Coulomb coupling alpha = {alpha:.4f}")
print(f"ratio, screened D = {ratio_screened:.4f}")
print(f"ratio, gauge coupling alone = {ratio_gauge:.4f}")
print(f"ratio, D plus gauge coupling = {ratio_mixed:.4f}")
print(f"ratio, screened D plus gauge = {ratio_both:.4f}")
print("finished without a failed check")
```

Printed output:

```
INPUTS (rough typical values)
temperature = 300 K
electron density = 3.0e+12 cm^-2
deformation potential D = 20.0 eV
Fermi velocity = 1.00e+06 m/s
LA sound speed = 20.0 km/s
TA sound speed = 13.0 km/s
mass density = 7.60e-07 kg/m^2
gauge coupling = 4.0 eV
dielectric constant = 4.0
optical phonon energy = 0.16 eV
optical coupling = 1.0e+09 eV/cm
INTERMEDIATE VALUES
thermal energy kT = 25.85 meV
Fermi wavevector = 0.3070 nm^-1
Fermi energy = 0.2021 eV
rho vs^2 = 1897.4 eV/nm^2
largest phonon energy = 8.08 meV
X = largest phonon energy / kT = 0.3127
temperature where X = 1: 93.8 K
RESULTS OF THE IDEAL MODEL
quasiparticle rate = 1.9309 ps^-1
transport rate = 0.9655 ps^-1
quasiparticle lifetime = 0.5179 ps
transport time = 1.0358 ps
ratio, Boltzmann on circle = 2.00000000
ratio with unit overlap = 1.00000000
transport mean free path = 1036 nm
mobility = 5.1258e+04 cm^2/Vs
sheet resistance = 40.59 ohm
same, thermal integral = 40.59 ohm
CHECK BY SUM OVER FINAL STATES
quasiparticle rate, sum = 1.9231 ps^-1
transport rate, sum = 0.9576 ps^-1
ratio, sum = 2.0081
NEGLECTED EFFECTS
ratio, true phonon energies, 300 K = 2.0074
predicted by X^2/24 - (vs/vF)^2: 2.0073
ratio, true phonon energies, 77 K = 2.1193
largest lattice change of overlap = 0.0099
ratio with lattice overlap = 1.9999
chemical potential at 300 K = 0.1966 eV
optical phonon rate = 0.0166 ps^-1
ratio with optical phonons = 1.9831
Coulomb coupling alpha = 0.5469
ratio, screened D = 1.1348
ratio, gauge coupling alone = 1.0000
ratio, D plus gauge coupling = 1.8929
ratio, screened D plus gauge = 1.1783
finished without a failed check
```
